# Screening Coefficients of Koopmans Functionals from Constrained Energy Differences

A Koopmans-compliant functional corrects each orbital energy by a term multiplied by a screening coefficient $\alpha_i$, and both simple choices of that coefficient can fail. Take the $\pi$ orbital of ethylene in the local spin-density approximation (LSDA), at the level specified in the worked example. With $\alpha=0$ its energy is the Kohn–Sham value, $-0.24501$ hartree (Eh). With $\alpha=1$ it is the energy difference for removing the electron while every other orbital stays frozen, $-0.44635$ Eh. The removal energy with the other electrons relaxed, in the same functional and basis, is $-0.39854$ Eh. The first choice lies 0.154 Eh above this target and the second 0.048 Eh below it. The coefficient has to be computed, and since each trial value can cost a self-consistent calculation, the search needs an update with a known rate of convergence.

### The functional and its diagonal element

Hartree atomic units are used. The spin orbitals $\varphi_j$ are real and orthonormal, with occupations $f_j$, orbital densities $n_j=\varphi_j^2$ and spin densities $\rho=\sum_j f_jn_j$. The base functional is local or semilocal,
$$E=\sum_j f_j\langle\varphi_j|\hat t+v|\varphi_j\rangle+E_{Hxc}[\rho].$$
At fixed orbitals $\partial\rho/\partial f_i=n_i$, so the chain rule gives
$$\frac{\partial E}{\partial f_i}=\langle\varphi_i|\hat t+v|\varphi_i\rangle+\int v_{Hxc}[\rho]\,n_i=\langle\varphi_i|h[\rho]|\varphi_i\rangle .$$
Let $E^{\rm fr}_j(f)$ be $E$ as a function of the occupation of orbital $j$, with all orbitals and all other occupations held fixed. The KI functional is
$$E^{\rm KI}=E+\sum_j\alpha_j\Pi_j,\qquad \Pi_j=-\left[E^{\rm fr}_j(f_j)-E^{\rm fr}_j(0)\right]+f_j\left[E^{\rm fr}_j(1)-E^{\rm fr}_j(0)\right].$$
Because $E=E_j^{\rm fr}(f_j)$, the sum $E+\Pi_j$ is the straight line between the end points $f_j=0$ and $f_j=1$. The KIPZ functional replaces $\Pi_j$ by $\Pi_j-f_jW_j$, where $W_j=E_{Hxc}[n_j,0]$ is the self-interaction energy of the fully polarised orbital density.

At $f_j=0$ the first bracket and the prefactor of the second vanish, and at $f_j=1$ the two brackets are equal and cancel. Hence $\Pi_j=0$ at integer $f_j$, whatever the orbital shapes and the other occupations are. Two consequences follow. First, $E^{\rm KI}=E$ when all occupations are integers, so KI changes neither the ground-state energy nor the density, and it does not select the orbitals within the occupied space: these variational orbitals must be prescribed, here by Foster–Boys localisation. Second, $\partial\Pi_j/\partial f_i=0$ for $j\ne i$ at integer $f_j$, since a function that vanishes for every $f_i$ has zero derivative. At fractional $f_j$ the argument fails, and in ethylene $\partial\Pi_j/\partial f_i=4.08\times10^{-4}$ Eh for a bent C–C orbital $j$ at $f_j=1/2$ and a C–H orbital $i$ of the same spin.

The diagonal element of the Koopmans Hamiltonian is $\lambda_{ii}=\partial E^{\rm KI}/\partial f_i$ at fixed orbitals, taken at the $N$-electron ground state. Write $\varepsilon_i=\langle\varphi_i|h|\varphi_i\rangle$ for that state and $\Delta E_i^{\rm fr}=E_i^{\rm fr}(1)-E_i^{\rm fr}(0)$. The end-point energies do not depend on $f_i$, so $\partial\Pi_i/\partial f_i=-\varepsilon_i+\Delta E_i^{\rm fr}$, and the terms $j\neq i$ drop out. The term $f_jW_j$ depends on $f_i$ for $j=i$ alone. Therefore
$$\lambda_{ii}^{\alpha}=\varepsilon_i+\alpha_i s_i,\qquad s_i^{\rm KI}=\Delta E_i^{\rm fr}-\varepsilon_i,\qquad s_i^{\rm KIPZ}=\Delta E_i^{\rm fr}-\varepsilon_i-W_i. \tag{1}$$
At integer occupations and fixed orbitals the element is an affine function of $\alpha_i$ and contains no other coefficient. The condition of fixed orbitals is essential and governs the convergence analysis.

For an occupied orbital the off-diagonal KI elements follow from the same property. Replace $\varphi_i$ by $\psi=\varphi_i+t\varphi_j$, let its norm $f_i=1+t^2$ be the occupation, and define $\lambda_{ji}=\frac12\,dE^{\rm KI}/dt$ at $t=0$. (With $\psi=(1+t)\varphi_i$ one has $f_i=(1+t)^2$, and the same definition returns $\partial E^{\rm KI}/\partial f_i$.) Since $\Pi_i$ vanishes at $f_i=1$ for any shape, it is of order $f_i-1=t^2$, and the other $\Pi_k$ stay zero. The base functional changes by $2t\langle\varphi_j|h|\varphi_i\rangle$ to first order, so $\lambda_{ji}=h_{ji}$. Among occupied orbitals the KI matrix is $h_{ji}+\delta_{ji}\alpha_is_i$.

### The target energy difference

Define $E_i(f)$ as the minimum of the energy over all orbitals $k\ne i$, with $\varphi_i$ frozen at occupation $f$ and the orbitals of the same spin kept orthogonal to it. In an orthonormal basis let $u$ be the coefficient vector of $\varphi_i$ and let the columns of $Q$ be an orthonormal basis of the complement of $u$. The free same-spin orbitals are $Qa_k$. Stationarity of $E$ under $a_k^Ta_l=\delta_{kl}$ reads $Q^TFQ\,a_k=\sum_l a_l\mu_{lk}$, where the Kohn–Sham matrix $F$ is built from the density matrix $f\,uu^T+Q\sum_ka_ka_k^TQ^T$. The energy is unchanged by rotations among the $a_k$, so $\mu$ may be taken diagonal, and an ordinary self-consistent cycle on $Q^TFQ$ solves the problem. The opposite spin is unconstrained. The target is
$$\Delta E_i=E_i(1)-E_i(0).$$

One end point is the ground state. If $\varphi_i$ lies in the occupied space, the ground-state determinant satisfies the constraint at $f=1$, and no other $N$-electron determinant has lower energy, so $E_i(1)=E(N)$ and $\Delta E_i=E(N)-E_i(N-1)$. If $\varphi_i$ is orthogonal to the occupied space, the same reasoning gives $E_i(0)=E(N)$ and $\Delta E_i=E_i(N+1)-E(N)$. At the charged end the frozen orbitals are an allowed trial state, so the relaxation energy $R_i$, frozen minus relaxed energy of the $N\mp1$ system, obeys $R_i\ge0$. For a localised $\varphi_i$ the constraint is what keeps the hole in place, because the unconstrained minimum is the ground state of the ion.

The constraint set does not depend on $f$. If the minimiser follows one differentiable branch on $0\le f\le1$, the first-order change of the energy through the free orbitals vanishes by stationarity and the explicit derivative remains:
$$\frac{dE_i}{df}=\langle\varphi_i|h[\rho(f)]|\varphi_i\rangle,\qquad \Delta E_i=\int_0^1\langle\varphi_i|h[\rho(f)]|\varphi_i\rangle\,df. \tag{2}$$
If the global minimiser jumps to another branch at some $f$, the two branches have equal energy there, so $E_i(f)$ has a kink but stays continuous and the integral in (2) still holds. The integral fails when the self-consistent cycle follows a branch that is no longer the minimum and then drops to a lower one, because the computed energy is then discontinuous. If an end point itself converges to a state other than the minimum, the computed $\Delta E_i$ depends on the starting guess.

### The matching condition for KI

The coefficient is fixed by $\lambda_{ii}^{\alpha}=\Delta E_i$. From here the index $i$ is dropped. For an occupied orbital set $c=\varepsilon-\Delta E^{\rm fr}$. Lowering the $N-1$ energy by $R$ raises the difference, $\Delta E=\Delta E^{\rm fr}+R=\varepsilon-c+R$, while (1) reads $\lambda=\varepsilon-\alpha c$. For an empty orbital set $c=\Delta E^{\rm fr}-\varepsilon$; then $\Delta E=\Delta E^{\rm fr}-R=\varepsilon+c-R$ and $\lambda=\varepsilon+\alpha c$. Cancelling $\varepsilon$ gives $\alpha c=c-R$ in both cases:
$$\alpha^*=1-\frac{R}{c}. \tag{3}$$

Both $c$ and $c-R$ are curvatures. For the occupied case, integration by parts gives, for any smooth $g$,
$$\int_0^1 f\,g''\,df=g'(1)-\left[g(1)-g(0)\right].$$
With $g=E^{\rm fr}$ the right side is $\varepsilon-\Delta E^{\rm fr}=c$. With $g=E_i$, equation (2) gives $g'(1)=\varepsilon$, because the minimiser at $f=1$ is the ground state, and the right side is $\varepsilon-\Delta E=c-R$. For the empty case the weight is $1-f$, since $\int_0^1(1-f)g''df=-g'(0)+g(1)-g(0)$. Thus $\alpha^*$ is the weighted curvature of the relaxed curve divided by that of the frozen curve, and if both curves are parabolas it is $E_i''/E^{{\rm fr}\prime\prime}$.

If $c>0$, then $R\ge0$ gives $\alpha^*\le1$, and $\alpha^*>0$ requires $R<c$. With no other electrons $R=0$ and $\alpha^*=1$. The sign of $c$ is a condition to be checked. The Hartree energy contains $f^2E_H[n]$ and contributes $\int_0^1 2fE_H\,df=E_H[n]>0$ to $c$, but local exchange, being proportional to $-\int\rho_\sigma^{4/3}$, is concave in $f$ and contributes with the opposite sign.

### The secant update

Suppose a calculation has been done with $\alpha^n\neq0$. On its orbitals two matrix elements are available, $\lambda^{\alpha^n}$ and $\lambda^0=\varepsilon$. By (1) the straight line through them is the function itself at those orbitals:
$$\lambda(\alpha)=\lambda^0+\frac{\alpha}{\alpha^n}\left(\lambda^{\alpha^n}-\lambda^0\right).$$
Setting this equal to the current target and solving for $\alpha$ gives
$$\alpha^{n+1}=\alpha^n\,\frac{\Delta E-\lambda^0}{\lambda^{\alpha^n}-\lambda^0}. \tag{4}$$
One of the two points is anchored at $\alpha=0$, which distinguishes (4) from the secant method built on the two latest iterates. The denominator equals $\alpha^ns$, so $\alpha^{n+1}=(\Delta E-\varepsilon)/s$. For KI with prescribed orbitals, $\varepsilon$ and $s$ do not depend on $\alpha$, and neither does $\Delta E$, since $E^{\rm KI}=E$ at both integer end points. The right side is then a constant, equal to (3), and one step from any nonzero $\alpha^0$ gives the solution.

### Convergence for KIPZ

At integer occupations $E^{\rm KIPZ}=E-\sum_j\alpha_jf_jW_j$. The orbitals that minimise it depend on the coefficients, and so does the target, which is now a difference of KIPZ energies. With several orbitals per spin the functional is not invariant under rotations among them, so direct minimisation replaces the diagonalisation of $Q^TFQ$. Consider an occupied orbital and one coefficient $\alpha$, and let a prime denote the total derivative along the self-consistent solutions.

Emptying the orbital at frozen orbitals changes $E$ by $\Delta E^{\rm fr}$ and removes the term $-\alpha W$, while the other $W_j$ cancel between the two states. With $R$ the KIPZ relaxation energy,
$$\Delta E=\Delta E^{\rm fr}-\alpha W+R=\varepsilon-c-\alpha W+R,\qquad \lambda=\varepsilon-\alpha(c+W).$$
The residual is
$$r(\alpha)=\lambda-\Delta E=-\alpha c-\alpha W+c+\alpha W-R=(1-\alpha)\,c-R. \tag{5}$$
The self-interaction term cancels, so (3) holds at the root, with $c$ and $R$ evaluated at $\alpha^*$. It does not cancel in the update. From $r=\varepsilon+\alpha s-\Delta E$ one has $\Delta E-\varepsilon=\alpha s-r$, and (4) becomes the fixed-point map
$$G(\alpha)=\alpha-\frac{r}{s},\qquad s=-(c+W).$$
Differentiating, $G'=1-r'/s+rs'/s^2$, and the last term vanishes at the root. Equation (5) gives $r'=-c+(1-\alpha)c'-R'$, so
$$G'(\alpha^*)=1+\frac{r'}{c+W}=\frac{W+(1-\alpha^*)c'-R'}{c+W}. \tag{6}$$
The error $e_n=\alpha^n-\alpha^*$ obeys $e_{n+1}=G'e_n+O(e_n^2)$, which is linear convergence near the root if $|G'|<1$. When $c'$ and $R'$ are negligible the factor is $W/(c+W)$. Squaring $|W|<|c+W|$ gives $c(c+2W)>0$, so for $c>0$ the iteration then converges if $W>-c/2$, and for $W>0$ it slows as $W/c$ grows. The origin of this term is that (4) treats the target as fixed although its term $-\alpha W$ moves it with slope $-W$ at fixed $\varepsilon$, $c$ and $R$. With a shared coefficient $R$ also depends explicitly on $\alpha$, through the difference of the remaining $W_j$ between the relaxed and frozen states, and that dependence is contained in $R'$. With several coefficients the Jacobian at the root is $\delta_{ik}-s_i^{-1}\partial r_i/\partial\alpha_k$, and its spectral radius takes the place of $|G'|$.

The known part of the motion can be removed. Using the slope $-c$ in place of $s$,
$$H(\alpha)=\alpha+\frac{r}{c}=1-\frac{R}{c},\qquad H'(\alpha^*)=-\frac{R'}{c}+\frac{Rc'}{c^2}=\frac{(1-\alpha^*)c'-R'}{c},$$
where $R/c=1-\alpha^*$ was used. This amounts to applying (4) to $\lambda+\alpha W$ and $\Delta E+\alpha W$, and it leaves the response terms alone in the factor.

The two-point secant on $r$ needs no knowledge of $W$. From $\alpha^{n+1}=\alpha^n-r_n(\alpha^n-\alpha^{n-1})/(r_n-r_{n-1})$, a common denominator gives $e_{n+1}=(e_{n-1}r_n-e_nr_{n-1})/(r_n-r_{n-1})$. Inserting $r=r'e+\frac12r''e^2$, the numerator is $\frac12r''e_ne_{n-1}(e_n-e_{n-1})$ and the denominator is $r'(e_n-e_{n-1})$ to leading order, so
$$e_{n+1}\simeq\frac{r''}{2r'}\,e_ne_{n-1}. \tag{7}$$
The ratio $e_{n+1}/e_n$ falls with $e_{n-1}$, which is superlinear convergence.

### Propagation of numerical errors

Differentiating (3) gives $\delta\alpha=-[\delta R-(1-\alpha)\,\delta c]/c$. An error $\delta E$ in the relaxed charged-state energy gives $|\delta\alpha|=|\delta E|/|c|$, so the problem is ill-conditioned when $c$ is small. Incomplete self-consistency enters $E(N)$, and the relaxed charged energy through its own free orbitals, at second order in the orbital error, because these are stationary. An error in the $N$-electron orbitals enters $\varepsilon$ and the frozen charged energy, and through them $c$ and $R$, at first order; when the constraint is active it also enters the constrained energy at first order through $\varphi_i$. The matched KI element equals $\Delta E$ whatever the errors in $\varepsilon$ and $s$, provided the same values are used in finding and in applying $\alpha$. A coefficient carried over from another orbital has no such protection, and its error produces $|\delta\lambda|=|c\,\delta\alpha|$.

If the denominator of (4) carries noise $\eta$, it becomes $\alpha^ns+\eta$ and the update acquires the relative error $-\eta/(\alpha^ns)$, so a very small starting value should be avoided. A constant bias $\eta$ in $G$ moves the fixed point by $\eta/(1-G')$, as follows from linearising $\alpha=G(\alpha)+\eta$. For stopping, $\alpha^{n+1}-\alpha^n=(G'-1)e_n$, so the remaining error is
$$e_{n+1}\simeq\frac{G'}{G'-1}\left(\alpha^{n+1}-\alpha^n\right). \tag{8}$$
The denominator $r_n-r_{n-1}$ of the two-point secant shrinks with the error, so that iteration must stop once $|r|$ approaches the noise of the energies. The denominator of (4) does not shrink.

### The algorithm

1. Converge the $N$-electron state, obtain the variational orbitals, and group those related by symmetry.
2. For one orbital per group evaluate $\lambda^0$ and $\lambda^{\alpha^n}$, and check that $c>0$.
3. Starting from the frozen density matrix, converge the constrained $N\mp1$ state, form $\Delta E$, and check that $R\ge0$.
4. Update by (4). For KI with prescribed orbitals this is final. For KIPZ return to step 1 until the estimate (8) is below tolerance, optionally with $H$ or the two-point secant.
5. Diagonalise the matrix $\lambda$.

### Worked example: KI for ethylene

The level of theory is LSDA (Slater exchange, VWN5 correlation) in the cc-pVDZ basis, 48 functions, on a coarse grid of 20180 points, at the rounded near-equilibrium geometry $r_{CC}=1.34$ Å, $r_{CH}=1.09$ Å, $\angle HCH=117°$. All values appear in the numerical output. Foster–Boys localisation of the six valence orbitals gives four C–H bonds and two bent C–C bonds with centroids 0.599 bohr from the molecular plane.

For a C–H orbital,
$$c=-0.43366+0.71199=0.27833\ {\rm Eh},\qquad \Delta E=-77.819860+77.196225=-0.62363\ {\rm Eh}\ (-16.970\ {\rm eV}),$$
and $R=0.08835$ Eh gives $\alpha^*=1-0.08835/0.27833=0.6826$. The update was tested with $\lambda$ obtained by central differences of the defining functional in $f_i$, with unequal values assigned to the other coefficients. From $\alpha^0=0.3$, $0.3\,(-0.62363+0.43366)/(-0.51715+0.43366)=0.6826$, and from $\alpha^0=0.9$, $0.9\,(-0.18997)/(-0.68415+0.43366)=0.6826$. A four-point Gauss–Legendre quadrature of (2) in the variable $t=\sqrt f$, with $df=2t\,dt$ to smooth the local-density integrand near $f=0$, gives $-0.62365$ Eh; its distance of about $2\times10^{-5}$ Eh from $\Delta E$, divided by $c$, corresponds to less than $10^{-4}$ in $\alpha$. This difference combines the error of the four-point quadrature with any inconsistency of the constrained solver, and says nothing about grid, basis or functional error.

The $\pi$ orbital tests the solver independently. It is the one occupied orbital that is odd under reflection in the plane, so after its removal the remaining orbitals of the same spin are even and the constraint is inactive. The constrained energy and a separate unconstrained cation calculation both give $-77.421317$ Eh. The bent bond has $\alpha^*=0.6856$ and the canonical $\pi$ orbital $0.7626$. For the empty $\pi^*$ orbital, $\Delta E=-77.714056+77.819860=0.10580$ Eh and $\alpha^*=1-0.04198/0.18142=0.7686$. The added electron is held in place by freezing the $\pi^*$ orbital of the neutral molecule, so the positive $\Delta E$ refers to a constrained state, its size depends on the basis, and it is not a physical electron affinity.

The localisation mixes valence orbitals among themselves, so $h$ has no core–valence elements and the valence block is diagonalised alone. Its highest eigenvalue gives an ionisation energy of 11.621 eV, against 6.667 eV from LSDA and 10.845 eV from the total-energy difference (ΔSCF). KI overshoots this same-level reference by 0.776 eV, and symmetry shows why. The bent bonds are mirror images, so their difference is odd and coincides with the $\pi$ orbital. The correction is a multiple of the identity on the pair, so $\pi$ remains an eigenvector and is shifted by the bent-bond amount $\alpha s=-0.58007+0.39804=-0.18203$ Eh, which gives $-0.24501-0.18203=-0.4270$ Eh as computed. Its own matching would give the shift $-0.39854+0.24501=-0.15353$ Eh. Three other levels, such as $-0.5148\to-0.7048$ Eh, move by the C–H amount of $-0.190$ Eh, and the remaining two move by $-0.185$ and $-0.187$ Eh, between the two shifts. The matching fixes diagonal elements in the chosen orbital set, and the eigenvalues depend on that choice. The ΔSCF value itself carries functional, basis and grid errors and omits nuclear motion.

### Worked example: KIPZ for two trapped electrons

The model has two electrons of opposite spin in a harmonic trap with $\omega=1$ Eh, Coulomb repulsion, the same LSDA, seven $s$ Gaussians and one shared $\alpha$. After one electron is removed no same-spin orbital remains, so there is no constraint, both energies are free minima, and the Hellmann–Feynman theorem gives $\Delta E'=-2W(N)+W(N-1)=-0.059216+0.032862=-0.026354$ Eh, equal to the finite-difference value. With an active constraint the frozen orbital would move with $\alpha$ and add a term.

From $\alpha^0=0.3$ the first step is $0.3\,(2.237227-2.519351)/(2.425092-2.519351)=0.89792$, short of the root $\alpha^*=0.958968$ by 0.061. At the root $1-0.011752/0.286399=0.95897$, and $\lambda=2.522990-0.958968\,(0.286399+0.029608)=2.219949$ Eh equals $\Delta E$ (60.408 eV). Equation (6) gives
$$G'=\frac{0.029608+0.041032\times0.002284-0.000285}{0.316007}=0.09309,$$
which is the measured error ratio, and the estimate $W/(c+W)=0.09369$ exceeds it by less than one per cent. Reducing the error from 0.66 to $10^{-9}$ then needs $\ln(10^{-9}/0.66)/\ln 0.0931=8.6$ steps, and nine are taken. The estimate (8) applied to the second step gives $-0.1026\,(0.953288-0.897923)=-5.7\times10^{-3}$, the listed error.

The rearranged map has $H'=(0.000094-0.000285)/0.286399=-0.00067$, alternates in sign and needs three steps. The two-point secant needs four, counting the anchored step that supplies its second point. Its errors give $e_{n+1}/(e_ne_{n-1})=0.008$ at each step, for instance $-1.6\times10^{-7}/[(3.2\times10^{-4})(-6.1\times10^{-2})]$. Differentiating $r'$ once more gives $r''=-2c'+(1-\alpha)c''-R''$; if the second derivatives, which were not computed, are neglected and $r'\approx-c$, the constant in (7) is $c'/c=0.002284/0.286399=0.0080$. In this model $H$ reaches $10^{-9}$ one step earlier than the secant started by the anchored step: its factor is small because $c$ and $R$ respond weakly to $\alpha$, and its first step leaves an error of $4.4\times10^{-4}$ where the anchored step leaves $6.1\times10^{-2}$. That ordering rests on the size of $c'$ and $R'$ and has to be rechecked in a system with several orbitals per spin.

## Computed values

```
C2H4 LSDA/cc-pVDZ: rCC=1.34 A rCH=1.09 A HCH=117.0 deg
basis functions 48, grid points 20180
E(N) = -77.819860 Eh; bent-bond centroid |z| = 0.599 bohr
C-H: eps=-0.43366 dEfr=-0.71199 dE=-0.62363 Eh; E(N-1)=-77.196225 Eh
C-H: c=0.27833 Eh R=0.08835 Eh alpha=0.6826; dE=-16.970 eV
bent: eps=-0.39804 dEfr=-0.66356 dE=-0.58007 Eh; E(N-1)=-77.239789 Eh
bent: c=0.26552 Eh R=0.08349 Eh alpha=0.6856; dE=-15.785 eV
pi: eps=-0.24501 dEfr=-0.44635 dE=-0.39854 Eh; E(N-1)=-77.421317 Eh
pi: c=0.20134 Eh R=0.04781 Eh alpha=0.7626; dE=-10.845 eV
pi*: eps=-0.03363 dEfr=0.14778 dE=0.10580 Eh; E(N+1)=-77.714056 Eh
pi*: c=0.18142 Eh R=0.04198 Eh alpha=0.7686; dE=2.879 eV
unconstrained UKS cation E = -77.421317 Eh
C-H: integral of <phi|h(f)|phi> df = -0.62365 Eh
C-H: alpha0=0.3: lam=-0.51715 Eh, updated alpha=0.6826
C-H: alpha0=0.9: lam=-0.68415 Eh, updated alpha=0.6826
dPi_bent/df_CH at f_bent=0.5: 4.08e-04 Eh (at f_bent=1: 0e+00)
|off-diagonal| C-H/bent: KI 0.05438 Eh, LSDA 0.05438 Eh
LSDA valence levels (Eh): -0.6804 -0.5148 -0.4158 -0.3682 -0.3064 -0.2450
KI valence levels (Eh):   -0.8658 -0.7048 -0.6058 -0.5548 -0.4964 -0.4270
-HOMO: LSDA 6.667 eV, KI 11.621 eV; DeltaSCF 10.845 eV
trap: omega=1.0 Eh, 7 s Gaussians, exponents 0.1*2^k bohr^-2
alpha0=0.3: eps=2.519351 lam=2.425092 dE=2.237227 Eh
alpha*=0.95896786: eps=2.522990 dEfr=2.236591 Eh
at root: lam=2.219949 dE=2.219949 Eh (60.408 eV)
at root: c=0.286399 R=0.011752 W(N)=0.029608 W(N-1)=0.032862 Eh
derivatives in alpha: c'=0.002284 R'=0.000285 dE'=-0.026354 Eh
G' predicted 0.09309, measured 0.09309; W/(c+W)=0.09369
H' predicted -0.00067, measured -0.00067
anchored: 9 steps to 1e-9; alphas 0.897923 0.953288 0.958439
anchored: errors -6.6e-01 -6.1e-02 -5.7e-03 -5.3e-04 -4.9e-05 -4.6e-06 -4.3e-07
1-R/c: 3 steps to 1e-9; alphas 0.959404 0.958968 0.958968
1-R/c: errors -6.6e-01 4.4e-04 -2.9e-07 1.9e-10
two-point: 4 steps to 1e-9; alphas 0.897923 0.959289 0.958968
two-point: errors -6.6e-01 -6.1e-02 3.2e-04 -1.6e-07 -4.0e-13
```
